# Mean-Field Mott Lobes of the Resonant Jaynes-Cummings-Hubbard Model: test program

```python
"""Mean-field Mott lobes of the resonant Jaynes-Cummings-Hubbard model.

Energies are in units of the atom-cavity coupling g; D = omega - mu.
Site: h = D (a^+ a + s^+ s^-) + (a^+ s^- + a s^+).
Hopping kappa on each bond, z neighbours, order parameter psi = <a>.
Results under test:
  fillings n and n+1 meet at zero hopping when D = sqrt(n+1) - sqrt(n);
  lobe n >= 1 ends at z kappa = D P Q / (P Q + 1 - D sqrt(n)),
      P = D^2 + 2 D sqrt(n) - 1,  Q = D^2 - 2 D sqrt(n) + 1;
  the vacuum lobe ends at z kappa = (D^2 - 1) / D.
The formulas are compared with numerical diagonalization.
"""
import numpy as np
from scipy.optimize import minimize_scalar


def operators(cutoff):
    photon = np.diag(np.sqrt(np.arange(1.0, cutoff + 1)), 1)
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])  # atom basis: ground, excited
    a = np.kron(photon, np.eye(2))
    s = np.kron(np.eye(cutoff + 1), lower)
    number = np.kron(np.diag(np.arange(cutoff + 1.0)), np.eye(2)) + s.T @ s
    return a, s, number


CUTOFF = 40
OPS = operators(CUTOFF)


def site_hamiltonian(D, photon_drive=0.0, atom_drive=0.0, ops=OPS):
    a, s, number = ops
    return (D * number + a.T @ s + s.T @ a
            - photon_drive * (a + a.T) + atom_drive * (s + s.T))


def ground_state(matrix):
    energies, vectors = np.linalg.eigh(matrix)
    return energies[0], vectors[:, 0]


def mean(operator, state):
    return state @ operator @ state


def critical_formula(n, D):
    if n == 0:
        return (D**2 - 1) / D
    root = np.sqrt(n)
    P = D**2 + 2 * D * root - 1
    Q = D**2 - 2 * D * root + 1
    return D * P * Q / (P * Q + 1 - D * root)


def critical_numeric(D):
    """Inverse linear response of <a> to a weak photon drive."""
    drive = 1e-5
    state = ground_state(site_hamiltonian(D, photon_drive=drive))[1]
    return drive / mean(OPS[0], state)


def lobe_range(n):
    return np.sqrt(n + 1) - np.sqrt(n), np.sqrt(n) - np.sqrt(n - 1)


# Zero-hopping edges: locate jumps of the ground-state excitation number
print("Energies in units of g; D = omega - mu")
for n in range(5):
    low, high = 0.15, 2.0
    for _ in range(36):
        middle = 0.5 * (low + high)
        state = ground_state(site_hamiltonian(middle))[1]
        if mean(OPS[2], state) > n + 0.5:
            low = middle
        else:
            high = middle
    edge = 0.5 * (low + high)
    assert abs(-edge - (np.sqrt(n) - np.sqrt(n + 1))) < 1e-8
    print(f"zero-hopping edge {n}|{n+1}: (mu-omega)/g = {-edge:.6f}")

# Boundary formula against the response of the diagonalized driven site
samples = [(0, 1.1), (0, 1.5), (0, 3.0)]
for n in range(1, 5):
    left, right = lobe_range(n)
    samples += [(n, left + q * (right - left)) for q in (0.1, 0.5, 0.9)]
worst = 0.0
for n, D in samples:
    state = ground_state(site_hamiltonian(D))[1]
    assert abs(mean(OPS[2], state) - n) < 1e-8
    numeric = critical_numeric(D)
    error = abs(numeric / critical_formula(n, D) - 1)
    worst = max(worst, error)
    assert error < 1e-4  # residual cubic response near narrow lobe edges
    assert numeric < D   # lobe lies where the mean-field energy is bounded
print(f"sampled boundary points: {len(samples)}")
print(f"largest relative error of boundary formula: {worst:.1e}")

# Shift identity: photon drive F equals atom drive F/D plus -F^2/D
large_ops = operators(120)
for F in (0.3, 3.0):
    D = 0.7
    direct = ground_state(site_hamiltonian(D, photon_drive=F, ops=large_ops))[0]
    shifted = ground_state(site_hamiltonian(D, atom_drive=F / D))[0] - F**2 / D
    assert abs(direct - shifted) < 1e-8
    print(f"shift identity, D=0.7 g, F={F} g: {direct:.6f} and {shifted:.6f} g")

# Global stability and continuity: r(f) must fall with the atom drive f
drives = np.geomspace(0.02, 50.0, 50)
largest_step = -np.inf
for n, D in samples:
    zero = np.linalg.eigvalsh(site_hamiltonian(D))[0]
    driven = np.array([np.linalg.eigvalsh(site_hamiltonian(D, atom_drive=f))[0]
                       for f in drives])
    ratio = (zero - driven) / drives**2
    steps = np.diff(ratio) / ratio[:-1]
    largest_step = max(largest_step, steps.max())
    assert np.all(steps < 0)
print(f"r(f) sampled for f/g from {drives[0]:.2f} to {drives[-1]:.0f}")
print(f"largest relative step of r(f), negative = falling: {largest_step:.1e}")

# Vacuum boundary against the one-polariton problem on a ring (z = 2)
sites, D = 8, 1.5
kappa = critical_formula(0, D) / 2
shift = np.roll(np.eye(sites), 1, axis=0)
photon_block = D * np.eye(sites) - kappa * (shift + shift.T)
ring = np.block([[photon_block, np.eye(sites)],
                 [np.eye(sites), D * np.eye(sites)]])
band_bottom = np.linalg.eigvalsh(ring)[0]
assert abs(band_bottom) < 1e-12
print(f"vacuum lobe, D=1.5 g: critical z kappa = {2*kappa:.6f} g")
print(f"8-site ring: |lowest one-polariton energy| < 1e-12 g: "
      f"{abs(band_bottom) < 1e-12}")

# Lobe tips: maximize the formula and the numerical response separately
for n in range(1, 5):
    left, right = lobe_range(n)
    margin = 0.02 * (right - left)
    bounds = (left + margin, right - margin)
    tip = minimize_scalar(lambda D: -critical_formula(n, D), bounds=bounds,
                          method="bounded", options={"xatol": 1e-9})
    check = minimize_scalar(lambda D: -critical_numeric(D), bounds=bounds,
                            method="bounded", options={"xatol": 1e-6})
    assert abs(tip.fun / check.fun - 1) < 1e-4
    print(f"tip n={n}: (mu-omega)/g = {-tip.x:.5f}, z kappa/g = {-tip.fun:.6f}")

# Worked example in the n = 1 lobe
D, z = 0.7, 4
energies, vectors = np.linalg.eigh(site_hamiltonian(D))
start = vectors[:, 0]
numbers = np.einsum("ij,ij->j", vectors, OPS[2] @ vectors)
add = (vectors.T @ OPS[0].T @ start)**2
remove = (vectors.T @ OPS[0] @ start)**2
gaps = energies - energies[0]
response = 0.0
print(f"example: z = {z}, (mu-omega)/g = {-D}")
print(f"site ground energy = {energies[0]:.6f} g")
for label, weights in (("add", add), ("remove", remove)):
    for k in np.flatnonzero(weights > 1e-12):
        term = weights[k] / gaps[k]
        response += term
        print(f"{label} photon, to N={numbers[k]:.0f}: weight {weights[k]:.6f}, "
              f"gap {gaps[k]:.6f} g, term {term:.6f} /g")
critical = critical_formula(1, D)
assert abs(response * critical - 1) < 1e-9
print(f"sum R = {response:.6f} /g")
print(f"critical z kappa = {critical:.6f} g, kappa = {critical/z:.6f} g")


def mean_field_energy(psi, hopping):
    matrix = site_hamiltonian(D, photon_drive=hopping * psi)
    return np.linalg.eigvalsh(matrix)[0] + hopping * psi**2


for factor in (0.95, 1.05):
    hopping = factor * critical
    best = minimize_scalar(mean_field_energy, args=(hopping,), bounds=(0, 1.5),
                           method="bounded", options={"xatol": 1e-9})
    state = ground_state(site_hamiltonian(D, photon_drive=hopping * best.x))[1]
    filling = mean(OPS[2], state)
    if factor < 1:
        assert best.x < 1e-3 and abs(filling - 1) < 1e-5
    else:
        assert best.x > 0.05 and abs(filling - 1) > 1e-3
        assert best.fun < mean_field_energy(0.0, hopping) - 1e-7
        assert abs(mean(OPS[0], state) - best.x) < 1e-4
    print(f"z kappa = {factor} critical = {hopping:.6f} g: "
          f"psi = {best.x:.4f}, filling = {filling:.4f}")

print("OK")
```

Running it gives:

```
Energies in units of g; D = omega - mu
zero-hopping edge 0|1: (mu-omega)/g = -1.000000
zero-hopping edge 1|2: (mu-omega)/g = -0.414214
zero-hopping edge 2|3: (mu-omega)/g = -0.317837
zero-hopping edge 3|4: (mu-omega)/g = -0.267949
zero-hopping edge 4|5: (mu-omega)/g = -0.236068
sampled boundary points: 15
largest relative error of boundary formula: 7.8e-05
shift identity, D=0.7 g, F=0.3 g: -0.696014 and -0.696014 g
shift identity, D=0.7 g, F=3.0 g: -17.183749 and -17.183749 g
r(f) sampled for f/g from 0.02 to 50
largest relative step of r(f), negative = falling: -2.2e-05
vacuum lobe, D=1.5 g: critical z kappa = 0.833333 g
8-site ring: |lowest one-polariton energy| < 1e-12 g: True
tip n=1: (mu-omega)/g = -0.78364, z kappa/g = 0.159525
tip n=2: (mu-omega)/g = -0.37237, z kappa/g = 0.012464
tip n=3: (mu-omega)/g = -0.29502, z kappa/g = 0.004218
tip n=4: (mu-omega)/g = -0.25302, z kappa/g = 0.002009
example: z = 4, (mu-omega)/g = -0.7
site ground energy = -0.300000 g
add photon, to N=2: weight 1.457107, gap 0.285786 g, term 5.098586 /g
add photon, to N=2: weight 0.042893, gap 3.114214 g, term 0.013773 /g
remove photon, to N=0: weight 0.500000, gap 0.300000 g, term 1.666667 /g
sum R = 6.779026 /g
critical z kappa = 0.147514 g, kappa = 0.036878 g
z kappa = 0.95 critical = 0.140138 g: psi = 0.0000, filling = 1.0000
z kappa = 1.05 critical = 0.154890 g: psi = 0.2890, filling = 1.0238
OK
```
